\section*{Linear growth of thin wustite scales in carbon dioxide and carbon monoxide}

\section{A doubled fraction and a fourfold rate}

In a model of iron at 1273 K and a total pressure of 760 Torr, a gas with 40\% CO$_2$ and 60\% CO adds 6.8 $\mu$m of wustite in one hour. With 80\% CO$_2$ the gain is 29 $\mu$m. Doubling the CO$_2$ fraction has multiplied the growth by 4.3. The explanation is an offset: growth is driven by the excess of CO$_2$ over the fraction at which iron and wustite coexist, here 0.28, and this excess rises from 0.12 to 0.52.

The algebra is in atomic units, with $\tau=k_BT$ an energy. The example uses nm, s, Torr, eV and K. The relations keep their form in these units, except that the gas-film relations, which combine pressure with $\tau$, need the conversion 1 Torr $=8.32\times10^{-7}$ eV/nm$^3$. Let $p_2=xP$ and $p_1=(1-x)P$ be the partial pressures of CO$_2$ and CO, and $X$ the scale thickness. The oxygen activity $a$ of a surface is expressed as the ratio $p_2/p_1$ of a gas in equilibrium with it. Its value for coexisting iron and wustite is $K$.

\section{Assumptions and theorem}

\begin{itemize}
\item[(A1)] Temperature, pressure, gas composition and surface area are fixed. The scale is continuous and adherent, with activity $K$ at the iron.
\item[(A2)] Iron crosses the scale so easily that the outer surface also has activity $K$.
\item[(A3)] Oxygen passes between the adsorbed layer and the oxide much faster than between that layer and the gas.
\item[(A4)] Oxygen is exchanged by the elementary step CO$_2$ + empty site $\rightleftharpoons$ CO + adsorbed O. Other adsorbates do not block sites.
\item[(A5)] Gas supply is fast, wustite is the sole product, and each oxygen atom adds a fixed oxide volume $V$.
\end{itemize}

\begin{theorem}
Under (A1)--(A5), for $x>x_{\rm eq}$,
\begin{equation}
\frac{dX}{dt}=w_0=Vk(K)P(1+K)(x-x_{\rm eq}),\qquad x_{\rm eq}=\frac{K}{1+K},
\label{law}
\end{equation}
where $k(K)$ is the exchange coefficient of a surface at activity $K$. Hence $X(t)=X(0)+w_0t$.
\end{theorem}

The proof needs the equilibrium composition and the exchange rate at a given activity.

\section{Equilibrium composition}

\begin{lemma}
Let $\Delta G$ be the standard Gibbs energy of Fe + CO$_2\to$ FeO + CO, with the same standard pressure for both gases. Then $K=e^{\Delta G/\tau}$ and $x_{\rm eq}=K/(1+K)$.
\end{lemma}
\begin{proof}
The reaction conserves the number of gas molecules, so at fixed $P$ the pressure term in the Gibbs energy is constant. For ideal gases and pure solids, the energy per gas molecule is, apart from a constant,
\begin{equation}
\frac{g(x)}{\tau}=x\ln x+(1-x)\ln(1-x)+(1-x)\frac{\Delta G}{\tau}.
\end{equation}
The last term counts the CO molecules, each made together with one FeO. Differentiation gives
\begin{equation}
\frac{g'(x)}{\tau}=\ln\frac{x}{1-x}-\frac{\Delta G}{\tau},\qquad
\frac{g''(x)}{\tau}=\frac1x+\frac1{1-x}>0 .
\end{equation}
The zero of $g'$ is therefore the minimum, where $x/(1-x)=e^{\Delta G/\tau}=K$. Solving $x=K(1-x)$ gives $x_{\rm eq}$.
\end{proof}

The exponent carries no minus sign because $K$ is the ratio CO$_2$/CO, the inverse of the usual constant of the reaction as written. The example takes a reaction energy of 0.19 eV and an entropy of $2.30\times10^{-4}$ eV/K, so
\begin{equation}
\Delta G=0.19-1273(2.30\times10^{-4})=-0.1028\ {\rm eV}.
\end{equation}
With $\tau=0.1097$ eV this gives $K=0.392$ and $x_{\rm eq}=0.392/1.392=0.2815$. Direct numerical minimization of $g$ gives the same fraction.

\section{Exchange with an interacting adsorbed layer}

\begin{lemma}
Under (A3) and (A4), the net oxygen uptake per area at surface activity $a$ is
\begin{equation}
J=k(a)\,[p_2-a\,p_1],
\label{exchange}
\end{equation}
whatever the interactions between adsorbed oxygen atoms.
\end{lemma}
\begin{proof}
Let $\eta$ be an arrangement of $N(\eta)$ oxygen atoms on an area $A$, with energy $E(\eta)$. The energy zero per atom is chosen so that $a$ has the meaning given above. By (A3) the layer is in equilibrium with the oxide surface, so
\begin{equation}
\Pi_a(\eta)=\frac{a^{N(\eta)}e^{-E(\eta)/\tau}}{Z(a)},
\end{equation}
with $Z$ the normalizing sum. Let $\eta+i$ denote $\eta$ with an atom added at the empty site $i$, and put $\Delta=E(\eta+i)-E(\eta)$. Then
\begin{equation}
\Pi_a(\eta+i)=a\,e^{-\Delta/\tau}\,\Pi_a(\eta).
\label{ratio}
\end{equation}
The site is filled from CO$_2$ at rate $f_i(\eta)p_2$ and emptied by CO at rate $g_i(\eta)p_1$. If the gas itself has $p_2=ap_1$, detailed balance requires
\begin{equation}
\Pi_a(\eta)f_i\,a p_1=\Pi_a(\eta+i)g_i\,p_1 .
\end{equation}
Inserting (\ref{ratio}) and cancelling $a\,p_1\Pi_a(\eta)$ leaves $g_i=f_ie^{\Delta/\tau}$. The coefficients do not depend on the pressures, so this relation also holds when the gas is out of equilibrium with the surface. The net flux is then
\begin{align}
J&=\frac1A\sum_{\eta,i}\left[\Pi_a(\eta)f_i\,p_2-\Pi_a(\eta+i)g_i\,p_1\right]\nonumber\\
&=\frac1A\sum_{\eta,i}\Pi_a(\eta)f_i\,[p_2-a\,p_1],
\end{align}
because $\Pi_a(\eta+i)g_i=a\,\Pi_a(\eta)f_i$. The sum runs over empty sites, and
$k(a)=A^{-1}\sum_{\eta,i}\Pi_a(\eta)f_i(\eta)$.
\end{proof}

\begin{proof}[Proof of the theorem]
By (A2), set $a=K$ in (\ref{exchange}):
\begin{align}
J&=k(K)P[x-K(1-x)]=k(K)P[(1+K)x-K]\nonumber\\
&=k(K)P(1+K)\left[x-\frac{K}{1+K}\right].
\end{align}
By (A5), $dX/dt=VJ$. Neither $X$ nor $t$ appears on the right, so integration gives a straight line in time.
\end{proof}

The fixed surface activity does two things. It makes the rate constant in time, and it keeps $k$ the same when $x$ is changed. If the surface followed the gas instead, $k$ would vary with $x$. For a gas diluted by an inert component, the form $J=k(K)(p_2-Kp_1)$ still applies; $P$ is then replaced by $p_1+p_2$, and $x$ by $p_2/(p_1+p_2)$. For $x<x_{\rm eq}$ the gas reduces the oxide. Iron may then form at the outer surface, and the geometry assumed here is lost.

\begin{remark}[Test with interactions]
The stationary master equation was solved for all 64 arrangements on a ring of six sites, with site energy $0.5\tau$ and neighbour repulsion $\tau$. The CO$_2$ rate varied as $e^{-0.3\Delta/\tau}$ and the filling rate from the oxide as $e^{-0.6\Delta/\tau}$. The oxide exchange prefactor was $10^6$ times that of the gas at unit pressure. For $x=0.1$, 0.4, 0.7 and 1.0, at pressures 1 and 3, the uptake agreed with the linear law to a relative error of $3.0\times10^{-6}$ or less, with $k$ computed separately as the equilibrium average.
\end{remark}

\begin{remark}[Slow transfer into the oxide]
Without (A3) the line in $x$ can bend. Take independent sites of coverage $\theta$. Let $F=k_fp_2$ and $B=k_bp_1$ be the filling and emptying rates by the gas, and $r$ and $u$ those by the oxide. In the stationary state
\begin{equation}
F(1-\theta)-B\theta=u\theta-r(1-\theta),\qquad
\theta=\frac{F+r}{F+B+u+r}.
\end{equation}
The uptake per site is
\begin{equation}
F(1-\theta)-B\theta=\frac{F(B+u)-B(F+r)}{F+B+u+r}=\frac{Fu-Br}{F+B+u+r}.
\end{equation}
At $p_2=Kp_1$, gas and oxide must give the same coverage, so $r/u=Kk_f/k_b$. Hence $Fu-Br=uk_f(p_2-Kp_1)$. The zero stays at $x_{\rm eq}$, but the denominator contains $F+B=P[k_b+(k_f-k_b)x]$ and varies with $x$ unless $k_f=k_b$. For $u,r\gg F,B$ this variation disappears. On the interacting ring at unit pressure, with the oxide prefactor lowered to 0.1, the rate still vanished at $x_{\rm eq}$. Midway between $x_{\rm eq}$ and 1 it lay 50.6\% below the straight line joining the end values.
\end{remark}

\section{How long the growth stays linear}

Assumption (A2) must fail as the scale thickens. Let $z$ run from the iron, $z=0$, to the outer surface, $z=X$. The oxide contains $y=1-v$ iron atoms per oxygen atom, where $v$ is the vacancy fraction. Electronic conduction in wustite is taken to be so easy that the gradient of the neutral-iron potential $\mu_{\rm Fe}$ drives the ions. With the correlation factor of diffusion set to one,
\begin{equation}
J_{\rm Fe}=-\frac{y}{V}\frac{D}{\tau}\frac{\partial\mu_{\rm Fe}}{\partial z}.
\end{equation}
The Gibbs--Duhem relation is $y\,d\mu_{\rm Fe}+d\mu_{\rm O}=0$. Since $\mu_{\rm O}=\mu_{{\rm CO}_2}-\mu_{\rm CO}$, we have $d\mu_{\rm O}=\tau\,d\ln a$. The factors $y$ and $\tau$ cancel:
\begin{equation}
VJ_{\rm Fe}=D\,\frac{\partial\ln a}{\partial z}.
\label{iron}
\end{equation}
New oxide requires $J_{\rm Fe}=yJ$ at the outer surface.

\begin{proposition}
Let $k\propto a^{-m}$ near $a=K$. To first order in the thickness, the growth speed is
\begin{equation}
\frac{w}{w_0}=1-\frac{X}{X_*},\qquad
\frac1{X_*}=\frac{y\,[m w_0+Vk(K)Kp_1]}{D},
\label{cross}
\end{equation}
with $y$ and $D$ taken at the iron boundary.
\end{proposition}
\begin{proof}
Write the surface activity as $a_s=Ke^{\ell}$. From (\ref{exchange}), to first order in $\ell$,
\begin{align}
w&=Vk(K)(1-m\ell)[p_2-Kp_1-\ell Kp_1]\nonumber\\
&=w_0-\ell\,[m w_0+Vk(K)Kp_1].
\end{align}
At leading order the surface condition with (\ref{iron}) reads $D\ell/X=yw_0$, so $\ell=yw_0X/D$. Substitution and division by $w_0$ give (\ref{cross}). The gradient is constant in space and time at this order, so there is no correction from storage of vacancies.
\end{proof}

The first term in the bracket comes from the slower exchange on a more oxidized surface, the second from the stronger reverse reaction. For small initial thickness, using $X\simeq w_0t$ in the correction,
\begin{equation}
X\simeq\int_0^t w_0\left(1-\frac{w_0t'}{X_*}\right)dt'
=w_0t\left(1-\frac{w_0t}{2X_*}\right).
\end{equation}
The relative thickness deficit is half the relative loss of speed, because it averages over the past.

For independent adsorption sites with constant $f_i$, $k\propto1-\theta$ and $\theta/(1-\theta)\propto a$. Then $d\theta/d\ln a=\theta(1-\theta)$, and
\begin{equation}
m=-\frac{d\ln k}{d\ln a}=\frac{1}{1-\theta}\frac{d\theta}{d\ln a}=\theta .
\end{equation}
In this special case the exponent is the oxygen coverage, and it rises with $a$. The constant $m$ used in the example below is a model input and is not derived from this picture.

\section{The later, parabolic limit}

Suppose $v\propto a^s$ and $D\propto v$, and write $D_K$ and $v_K$ for the values at $a=K$. If the flux is nearly uniform through the scale, (\ref{iron}) integrates to
\begin{equation}
y(a_s)w(a_s)X=\int_K^{a_s}D_K\left(\frac aK\right)^s\frac{da}{a}
=\frac{D_K}{s}\left[\left(\frac{a_s}{K}\right)^s-1\right].
\label{late}
\end{equation}
This gives $X$ for each $a_s$, and the time follows from $t=\int dX/w$. As the scale thickens, $a_s$ approaches the gas ratio $R=x/(1-x)$ and $w$ tends to zero. In this uniform-flux approximation the product $wX$ then tends to the constant
\begin{equation}
C=\frac{D_K}{s\,y(R)}\left[\left(\frac RK\right)^s-1\right].
\end{equation}
From $X\,dX/dt=C$ comes $X^2\simeq2Ct$, the parabolic law. This limit requires $R$ to lie below the value at which magnetite forms.

The uniform-flux step can be tested by a transient calculation. Since $d\ln a=dv/(sv)$ and $D=D_Kv/v_K$, (\ref{iron}) becomes $VJ_{\rm Fe}=\tilde D\,\partial v/\partial z$ with $\tilde D=D_K/(sv_K)$. Conservation of iron, $\partial(y/V)/\partial t=-\partial J_{\rm Fe}/\partial z$, then gives
\begin{equation}
\frac{\partial v}{\partial t}=\tilde D\frac{\partial^2v}{\partial z^2},\quad
v(0)=v_K,\quad
\tilde D\left.\frac{\partial v}{\partial z}\right|_{X}=(1-v)\frac{dX}{dt}.
\end{equation}
These equations were solved numerically from a uniform scale 20 nm thick, with $dX/dt$ taken from (\ref{exchange}) and $k\propto a^{-m}$ assumed at all surface activities reached. They test the treatment of transport; the exchange law is an input.

\section{Worked example}

The exchange parameter is $Vk(K)=0.015$ nm s$^{-1}$ Torr$^{-1}$, with $m=0.67$. The iron diffusivity is $D_K=10^{-7}$ cm$^2$/s $=10^7$ nm$^2$/s, with $v_K=0.05$ and $s=1/3$. The slope of speed against $x$ is $0.015\times760\times1.392=15.87$ nm/s, so at $x=0.6$
\begin{equation}
w_0=15.87\,(0.6-0.2815)=5.05\ {\rm nm/s}.
\end{equation}
This is 18.2 $\mu$m per hour, or a mass gain of 2.43 mg cm$^{-2}$ h$^{-1}$. The transient calculation gives a gain of 18.1 $\mu$m.

The two terms in (\ref{cross}) are $mw_0=3.39$ nm/s and $0.015\times0.392\times304=1.79$ nm/s. Hence
\begin{equation}
X_*=\frac{10^7}{0.95\,(3.39+1.79)}\ {\rm nm}\simeq2.0\ {\rm mm}.
\end{equation}
After one hour the transient speed is 0.88\% below $w_0$, against 0.89\% from first order. The thickness deficits are 0.443\% and 0.447\%.

A straight line through the one-hour gains at $x=0.4$ and 0.8 reaches zero at 0.2803, slightly below $x_{\rm eq}$. The faster-growing scale loses 0.88\% of its linear thickness and the slower one 0.13\%, which lowers the slope and moves the intercept to the left.

In energy terms, the gas at $x=0.6$ has ratio 1.5 and drives oxidation with $\tau\ln(1.5/0.392)=0.147$ eV per oxygen atom. After one hour the surface activity is 0.3952, so diffusion uses $\tau\ln(0.3952/0.3918)\simeq0.001$ eV of this. With the fast gas supply of (A5), the rest is spent in the surface reaction.

The speed has fallen by 10\% at 0.24 mm, after 13.8 h. At 166.7 h the linear law predicts 3.03 mm, while the transient result is 2.11 mm, 30\% less. The quasi-steady relation (\ref{late}) agrees with the latter to the printed digits. The surface activity is then 0.65, still well below the gas ratio, so growth is between the linear and parabolic limits. The product $wX$ is then only $0.32\,C$. By (\ref{late}) it reaches $0.9\,C$ near $a_s=1.35$, at a thickness of about 5.5 cm, so with these parameters the parabolic law is a remote limit. The exact constant of the moving-boundary problem lies about 1\% below $C$.

Pure CO$_2$ is a useful second case. If its slight dissociation is neglected, its ratio $R$ is infinite. This is far beyond the magnetite limit, yet a thin scale keeps its surface near $K$. Here $w_0=15.87\times0.7185=11.4$ nm/s, and one hour gives about 41 $\mu$m. To first order $\ell=0.95\times11.4\times41000/10^7\simeq0.04$, so $a_s\simeq0.41$. Magnetite requires a ratio of roughly 5. Within this model, wustite therefore remains the surface oxide at this stage.

\section{Gas supply and real conditions}

Let $h$ be the mass-transfer coefficient of the gas film, $n=P/\tau$ the gas density and $x_s$ the CO$_2$ fraction at the surface. One CO leaves for each CO$_2$ consumed, so there is no net molar flow, and
\begin{equation}
J=hn(x-x_s)=k(K)P(1+K)(x_s-x_{\rm eq}).
\end{equation}
Adding the two composition differences gives
\begin{align}
x-x_{\rm eq}&=J\left[\frac1{hn}+\frac1{k(K)P(1+K)}\right],\nonumber\\
J&=\frac{k(K)P(1+K)(x-x_{\rm eq})}{1+\beta},\qquad
\beta=\frac{k(K)(1+K)\tau}{h}.
\end{align}
The film lowers the slope but leaves the law linear in $x$ and $t$. A linear dependence on $x$ therefore does not by itself identify surface control. With a gas diffusivity of 2 cm$^2$/s and a film of 0.5 cm, $h=4$ cm/s and $\beta=0.35\%$. The effect is small because the chosen $k$ corresponds to about $5\times10^{-7}$ reactions per CO$_2$ impact.

The equilibrium ratio, diffusivity and vacancy fraction are rough typical values for wustite near 1273 K. The exchange coefficient is a less certain model value, and the predicted initial speed $w_0$ is proportional to it. The speed is also sensitive to temperature: with an assumed activation energy of 2.0 eV for exchange, 10 K more raises the speed by 16\% at fixed gas composition. Reaction cooling of a black surface is about 0.02 K. The carbon activity of the gas is 0.002 relative to graphite, so the gas at $x=0.6$ does not deposit graphite at 1273 K. In parts of a furnace colder than about 920 K, the same gas can do so. With the same film coefficient $h$ for O$_2$, an impurity of 10 ppm could add about 1.8\% to the speed if every molecule crossing the film reacted. This estimate scales with concentration: at 1000 ppm it is 1.8 times the CO$_2$ rate itself. It assumes that the oxygen reaches the scale before it burns with CO in the gas; if it burns first, the effect is much smaller. Furnace gases with free oxygen can thus lie outside the theorem, as can alloys that form other oxides, scales that crack or detach, and the first stage of oxidation, before separate oxide nuclei have joined into the continuous scale assumed in (A1). The numerical output lists the remaining values.

\section*{Calculated quantities}
\begin{verbatim}
Temperature 1273 K; total pressure 760 Torr
Reaction energy 0.19 eV; entropy 2.30e-04 eV/K
Reaction Gibbs energy -0.1028 eV; kB*T 0.1097 eV
Equilibrium CO2/CO ratio K 0.3918
Equilibrium CO2 fraction 0.2815; by minimization 0.2815
Exchange coefficient V*k 0.015 nm/s/Torr; exponent m 0.67
Reaction probability per CO2 impact 5.08e-07
Oxide volume per oxygen atom 0.01988 nm^3
Iron self-diffusion coefficient 1.0e-07 cm^2/s
Vacancy fraction at iron 0.05; exponent s 0.333
Chemical diffusion coefficient 6.0e-06 cm^2/s
Ring: largest relative error of linear law 3.0e-06
Ring, slow transfer: midpoint departure -50.6 %
Noninteracting ring: exponent 0.1920, coverage 0.1920
Slope of growth speed against x 15.866 nm/s
x=0.4: speed 1.880 nm/s; 1 h gain: linear 6768 nm, transient 6760 nm
x=0.6: speed 5.053 nm/s; 1 h gain: linear 18192 nm, transient 18112 nm
x=0.8: speed 8.227 nm/s; 1 h gain: linear 29616 nm, transient 29356 nm
CO2 fraction at zero growth from transient runs 0.2803
Main example CO2 fraction 0.60; mass gain 2.43 mg/cm^2/h
Crossover thickness X* 2.035e+06 nm
Speed loss at 1 h: transient 0.879 %, first order 0.891 %
Thickness deficit at 1 h: transient 0.443 %, first order 0.447 %
Ten percent speed loss at 2.368e+05 nm, after 13.8 h
Long run 166.7 h: linear 3.032e+06 nm
Long run: transient 2.111e+06 nm, quasi-steady 2.111e+06 nm
Surface CO2/CO activity: 1 h 0.3952, long run 0.6492
Gas CO2/CO ratio 1.50; rough magnetite limit 5.0
Gas diffusivity 2.0 cm^2/s; film thickness 0.5 cm
Gas-film resistance ratio beta 0.346 %
Assumed activation energy of exchange 2.0 eV
Speed change for +10 K 15.8 %
Equilibrium fraction change for +10 K -0.00272
Reaction cooling, black surface 0.0165 K
Upper bound from 10 ppm O2 1.81 % of speed
Carbon: energy -1.77 eV; entropy -1.81e-03 eV/K
Carbon activity of gas relative to graphite 0.00208
\end{verbatim}
